# Vibrational Density of States from the Mass-Weighted Velocity Autocorrelation, part 1

(Sections cited here and not found follow in the second part.)

## From moving atoms to a spectrum

**Q.** A first-principles molecular dynamics run gives me positions and velocities, step after step. I am told that the vibrational frequencies can be found from the velocities alone, without ever building a matrix of force constants. Before I believe it, what precisely is supposed to be found?

**A.** The vibrational density of states. Suppose the system has $N$ independent ways of moving, called modes, with angular frequencies $\omega_k$, where $k=1,\dots,N$. The density of states is a function of $\omega$ that has one sharp peak of unit area at each $\omega_k$:

$$g(\omega)=\sum_{k=1}^{N}\delta(\omega-\omega_k),\qquad \omega>0 .$$

Its area between two frequencies is the number of modes between them. A mode of zero frequency sits on the edge of the range and needs separate care, which I will give it when we reach it.

**Q.** And what is the system? A real molecule does not come with neat independent modes.

**A.** It does if the atoms stay close enough to a minimum of the energy. A steady drift of the whole system does no harm, because it changes no force. Free rotation is excluded here: it carries the atoms far from where they started, and their velocities change direction as the molecule turns. Let $x_i$ be the displacement of Cartesian coordinate $i$ from that minimum, and let $m_i$ be the mass of the atom it belongs to. In three dimensions each atom supplies three coordinates, so its mass appears three times in the list. There are $N$ coordinates in all. At the minimum the first derivatives of the energy vanish, and to second order in the displacements the energy is

$$V=\frac12\sum_{ij}K_{ij}x_ix_j ,$$

measured from its minimum value. The matrix $K$ of second derivatives is symmetric, and because we are at a minimum it has no negative eigenvalue. In a first-principles run the forces come from the electronic structure, so $K$ is fixed by the electronic ground-state energy as a function of the nuclear positions. The nuclei themselves move classically. These are the assumptions: a harmonic energy and classical nuclei.

**Q.** Then Newton's equations couple every atom to every other. Where do independent modes come from?

**A.** From a change of variables. The force on coordinate $i$ is $-\partial V/\partial x_i$. Each $x_i$ occurs in both factors of the double sum, and $K$ is symmetric, so the factor $\tfrac12$ cancels:

$$m_i\ddot x_i=-\sum_jK_{ij}x_j .$$

Define $y_i=\sqrt{m_i}\,x_i$. Then $x_j=y_j/\sqrt{m_j}$ and $m_i\ddot x_i=\sqrt{m_i}\,\ddot y_i$. Dividing the equation by $\sqrt{m_i}$ gives

$$\ddot y_i=-\sum_jD_{ij}y_j,\qquad D_{ij}=\frac{K_{ij}}{\sqrt{m_im_j}} .$$

**Q.** Why not simply divide by $m_i$ and keep the $x_i$?

**A.** You would get the matrix $K_{ij}/m_i$, which is in general not symmetric when the masses differ. The matrix $D$ is symmetric, so it has a complete set of real eigenvectors that can be chosen perpendicular to each other and of unit length. Call the components of the $k$th one $e_{ik}$. They satisfy

$$\sum_jD_{ij}e_{jk}=\omega_k^2e_{ik},\qquad \sum_ie_{ik}e_{il}=\delta_{kl},\qquad \sum_ke_{ik}e_{jk}=\delta_{ij}.$$

Writing the eigenvalue as a square is allowed because it cannot be negative. For any $y$, the sum $\sum_{ij}y_iD_{ij}y_j$ equals $\sum_{ij}x_iK_{ij}x_j=2V$, which is never below zero. We take $\omega_k\ge0$.

**Q.** So the modes are the coordinates along these eigenvectors?

**A.** Yes. Let

$$q_k=\sum_ie_{ik}y_i=\sum_ie_{ik}\sqrt{m_i}\,x_i .$$

Multiply the equation for $\ddot y_i$ by $e_{ik}$ and sum over $i$. On the right, the symmetry of $D$ lets it act on the eigenvector:

$$\ddot q_k=-\sum_j\Big(\sum_iD_{ji}e_{ik}\Big)y_j=-\omega_k^2\sum_je_{jk}y_j=-\omega_k^2q_k .$$

Each $q_k$ is a separate oscillator. Its solution with given initial values, for $\omega_k>0$, is

$$q_k(t)=q_k(0)\cos\omega_kt+\frac{\dot q_k(0)}{\omega_k}\sin\omega_kt .$$

Differentiating once gives the velocity:

$$\dot q_k(t)=\dot q_k(0)\cos\omega_kt-\omega_kq_k(0)\sin\omega_kt .$$

If $\omega_k=0$, then $\ddot q_k=0$ and $\dot q_k$ is constant. The velocity formula says the same when $\omega_k=0$ is put into it, so it covers both cases.

**Q.** I see the frequencies in $\dot q_k(t)$, but the simulation does not print $\dot q_k$. To form it I would need the eigenvectors, and then I would already have the frequencies.

**A.** That is why we look for a combination of atomic velocities in which the eigenvectors drop out. Write $v_i=\dot x_i$. To invert the definition of $q_k$, multiply it by $e_{jk}$ and sum over $k$, using the last of the three eigenvector relations:

$$\sqrt{m_j}\,v_j=\sum_ke_{jk}\dot q_k .$$

Now take the product of velocities at time $0$ and time $t$, weight it by the mass, and add up all coordinates:

$$\begin{aligned}
\sum_im_iv_i(0)v_i(t)
&=\sum_i\Big(\sum_ke_{ik}\dot q_k(0)\Big)\Big(\sum_le_{il}\dot q_l(t)\Big)\\
&=\sum_{kl}\Big(\sum_ie_{ik}e_{il}\Big)\dot q_k(0)\dot q_l(t)\\
&=\sum_k\dot q_k(0)\dot q_k(t).
\end{aligned}$$

The left side needs masses and velocities alone. The right side is a sum over modes. The products of different modes have vanished because the eigenvectors are perpendicular, and no averaging was used to remove them.

**Q.** Still, $\dot q_k(0)\dot q_k(t)$ depends on how the atoms happened to start. With the velocity formula it is

$$\dot q_k(0)\dot q_k(t)=\dot q_k(0)^2\cos\omega_kt-\omega_k\,q_k(0)\,\dot q_k(0)\sin\omega_kt .$$

Some modes may start with a large velocity and others with none. How can every peak come out with the same area?

**A.** For one arbitrary start it cannot be expected. We therefore average over starts drawn from thermal equilibrium at temperature $T$, which will turn out to treat all modes alike. I write $k_{\mathrm B}$ for the Boltzmann constant and angle brackets for this average. The quantity to be studied is the mass-weighted velocity autocorrelation function

$$C(t)=\sum_im_i\langle v_i(0)v_i(t)\rangle .$$

In the canonical ensemble a start has a probability density proportional to $e^{-H/k_{\mathrm B}T}$, where $H$ is the total energy.

**Q.** That is a distribution over atomic positions and velocities. What does it say about modes?

**A.** Express $H$ in modes. At $t=0$ the identity just found gives $\sum_im_iv_i^2=\sum_k\dot q_k^2$. For the potential energy, $2V=\sum_{ij}y_iD_{ij}y_j$, and inserting $y_i=\sum_ke_{ik}q_k$ gives $2V=\sum_k\omega_k^2q_k^2$. Therefore

$$H=\sum_k\left(\frac12\dot q_k^2+\frac12\omega_k^2q_k^2\right).$$

The change from atomic to mode variables is linear with constant coefficients, so it multiplies the volume element by a constant, which normalization removes. The probability density is then a product of independent Gaussians, one for each $\dot q_k$ and one for each $q_k$ with $\omega_k>0$.

The mean square of $\dot q_k$ follows from one integration. Write $u$ for $\dot q_k$. The function $u\,e^{-u^2/2k_{\mathrm B}T}$ vanishes at both ends of the real line, so the integral of its derivative is zero:

$$0=\int_{-\infty}^{\infty}\left(1-\frac{u^2}{k_{\mathrm B}T}\right)e^{-u^2/2k_{\mathrm B}T}\,du .$$

Dividing by the integral of the Gaussian gives $\langle\dot q_k^2\rangle=k_{\mathrm B}T$. The mixed average is $\langle q_k\dot q_k\rangle=\langle q_k\rangle\langle\dot q_k\rangle=0$, since position and velocity are independent and each Gaussian is centred on zero.

**Q.** A zero-frequency mode has no restoring force. Its position has no normalizable Gaussian at all.

**A.** True, and its position is not needed. In the velocity formula $q_k(0)$ is multiplied by $\omega_k$, which is zero for that mode. We may fix the origin of such a coordinate in any way that leaves the velocities alone. Its velocity has the same Gaussian as the others.

Putting both averages into the mode sum gives

$$C(t)=k_{\mathrm B}T\sum_k\cos\omega_kt .$$

Every mode contributes a cosine of the same height, whatever its frequency. At $t=0$ this is $C(0)=Nk_{\mathrm B}T$, which is twice the mean kinetic energy.

**Q.** A sum of cosines is not yet a density of states. You will now take a Fourier transform, but a cosine does not die away, and its integral over all time does not converge.

**A.** Then let us make it converge first. Multiply $C(t)$ by a window that equals one at $t=0$ and fades at long times:

$$w(t)=e^{-\sigma^2t^2/2},\qquad \sigma>0 .$$

We need its transform at a frequency $\Omega$,

$$I(\Omega)=\int_{-\infty}^{\infty}w(t)e^{-i\Omega t}\,dt .$$

Differentiate with respect to $\Omega$, which brings down a factor $-it$. Since $w'(t)=-\sigma^2t\,w(t)$, we can replace $t\,w$ by $-w'/\sigma^2$:

$$\frac{dI}{d\Omega}=\frac{i}{\sigma^2}\int_{-\infty}^{\infty}w'(t)e^{-i\Omega t}\,dt=\frac{i}{\sigma^2}\,(i\Omega)\,I=-\frac{\Omega}{\sigma^2}I .$$

The second step is an integration by parts, whose boundary terms vanish with $w$. The solution is $I(\Omega)=I(0)e^{-\Omega^2/2\sigma^2}$, and $I(0)=\sqrt{2\pi}/\sigma$ is the ordinary Gaussian integral. In terms of a Gaussian of unit area and standard deviation $\sigma$,

$$G_\sigma(\Omega)=\frac{1}{\sigma\sqrt{2\pi}}e^{-\Omega^2/2\sigma^2},\qquad I(\Omega)=2\pi G_\sigma(\Omega).$$

**Q.** That is the transform of the window. What about the window times a cosine?

**A.** Split the cosine into exponentials, $\cos\omega_kt=\tfrac12(e^{i\omega_kt}+e^{-i\omega_kt})$. The first shifts the argument of $I$ to $\omega-\omega_k$, the second to $\omega+\omega_k$:

$$\int_{-\infty}^{\infty}w(t)\cos(\omega_kt)\,e^{-i\omega t}\,dt=\pi\left[G_\sigma(\omega-\omega_k)+G_\sigma(\omega+\omega_k)\right].$$

The factor is $\tfrac12\cdot2\pi=\pi$. Each mode also carries $k_{\mathrm B}T$. Dividing by both leaves peaks of unit area, which tells us how the transform must be scaled:

$$g_\sigma(\omega)=\frac{1}{\pi k_{\mathrm B}T}\int_{-\infty}^{\infty}w(t)C(t)e^{-i\omega t}\,dt=\sum_k\left[G_\sigma(\omega-\omega_k)+G_\sigma(\omega+\omega_k)\right].$$

**Q.** And the sharp peaks?

**A.** Let $\sigma\to0$. The window then tends to one at every fixed time, and each Gaussian narrows to a delta function while keeping its area:

$$g(\omega)=\frac{1}{\pi k_{\mathrm B}T}\int_{-\infty}^{\infty}C(t)e^{-i\omega t}\,dt=\sum_k\left[\delta(\omega-\omega_k)+\delta(\omega+\omega_k)\right].$$

The integral without a window is understood as this limit. For $\omega>0$ the second delta function never contributes, and what remains is the density of states we set out to find. The temperature has cancelled, as it should for a quantity fixed by $K$ and the masses.

## Counting modes, and a chain of three atoms

**Q.** Before we go on, let me have in one place what we are carrying forward.

**A.** There are $N$ Cartesian coordinates with masses $m_i$ and velocities $v_i$. The modes have frequencies $\omega_k$, orthonormal eigenvectors $e_{ik}$ and velocities $\dot q_k=\sum_ie_{ik}\sqrt{m_i}\,v_i$. For classical harmonic motion with thermal starts,

$$C(t)=\sum_im_i\langle v_i(0)v_i(t)\rangle=k_{\mathrm B}T\sum_k\cos\omega_kt ,$$

$$g_\sigma(\omega)=\frac{1}{\pi k_{\mathrm B}T}\int_{-\infty}^{\infty}w(t)C(t)e^{-i\omega t}dt=\sum_k\left[G_\sigma(\omega-\omega_k)+G_\sigma(\omega+\omega_k)\right],$$

where $w(t)=e^{-\sigma^2t^2/2}$ and $G_\sigma$ is a Gaussian of unit area and standard deviation $\sigma$. The sharp density of states $g$ is the limit $\sigma\to0$.

**Q.** With a finite $\sigma$, a peak near zero spills over to negative frequencies. Does the count of modes suffer?

**A.** No. Take the part of one mode's pair that lies at $\omega\ge0$. In the second Gaussian substitute $\omega\to-\omega$, and use that $G_\sigma$ is even:

$$\int_0^\infty G_\sigma(\omega+\omega_k)\,d\omega=\int_{-\infty}^0G_\sigma(\omega-\omega_k)\,d\omega .$$

This is just the part that the first Gaussian lost below zero. Together they have area one, so

$$\int_0^\infty g_\sigma(\omega)\,d\omega=N$$

for every $\sigma$. A zero-frequency mode is included. Its two Gaussians coincide, giving $2G_\sigma(\omega)$, and half of that area lies on the positive side. In the sharp limit it is $2\delta(\omega)$, again counted by half.

**Q.** Suppose I do not trust my temperature. Could I normalize with $C(0)$ instead?

For classical harmonic motion averaged over thermal starts, the transform of the mass-weighted velocity autocorrelation function gives the density of states, with every mode counted once. It remains to answer whether $C(0)$ can replace the temperature in the normalization, to test the method on a chain of three atoms, and to see what happens when its assumptions fail.
